# Why the universal repulsive potential fails for eV-scale defects in silicon

A silicon ion enters a silicon crystal with an energy of 10 keV. Its hardest collisions bring two nuclei so close that the valence bonds hardly matter. A fraction of a picosecond later the same event has become something quite different: atoms with a few eV each are pushing against their neighbours, and each either falls back to a lattice site or stays behind as a defect. Can one repulsive pair potential describe both ends of this history?

The belief that it can is reasonable at first sight. The universal potential of Ziegler, Biersack and Littmark, called ZBL below, describes two nuclei screened by their electrons. It is smooth, it needs only the two atomic numbers, and it has a definite value at every distance. Nothing in the formula announces a lower energy limit. Moreover, a repulsive potential can hold an atom in a cage of neighbours, which looks much like a lattice site.

I use eV and Å, the natural units for defects. Nuclei move classically, and energy loss to electronic excitation is left out. The question here concerns the interatomic forces alone.

## What the potential contains

For two silicon atoms, with \(Z=14\), the ZBL potential is

\[
V(r)=\frac{Z^2k}{r}\sum_{i=1}^{4}w_i e^{-c_i r/s},\qquad
s=\frac{0.8854\,a_0}{2Z^{0.23}},
\]

where \(k=e^2/(4\pi\varepsilon_0)\) and \(a_0\) is the Bohr radius. The weights \(w_i\) are 0.18175, 0.50986, 0.28022 and 0.02817; the corresponding \(c_i\) are 3.19980, 0.94229, 0.40290 and 0.20162. The screening length is \(s=0.1277\) Å. The weights add up to one, so the bare nuclear repulsion returns as \(r\to0\).

Differentiating each term by the product rule gives

\[
V'(r)=-Z^2k\sum_i w_i e^{-c_i r/s}
\left(\frac1{r^2}+\frac{c_i}{s\,r}\right).
\]

Every factor in the sum is positive. Hence \(V>0\) and \(V'<0\) at every finite distance: the force is repulsive everywhere, and the curve has no minimum.

## Where it works

Let a silicon atom with laboratory energy \(E\) hit a free silicon atom at rest, head-on. With mass \(M\) and speed \(v\), the reduced mass is \(M/2\), so the energy of relative motion is \(\tfrac12(M/2)v^2=E/2\). At closest approach all of it is potential energy:

\[
V(r_{\min})=E/2 .
\]

This gives \(r_{\min}=0.18\) Å at 10 keV, 0.49 Å at 1 keV and 1.73 Å at 10 eV. The first two distances are far inside the bond length of 2.35 Å. The third is reached with a relative energy of just 5 eV, comparable with bond energies.

An independent view comes from the Si\(_2\) molecule, treated by unrestricted Hartree-Fock theory (UHF) in a triplet state with an uncontracted def2-SVP basis. The interaction energy is the molecular energy minus that of two separate triplet atoms.

| Distance (Å) | UHF (eV) | ZBL (eV) |
|---:|---:|---:|
| 0.32 | 1683 | 1502 |
| 0.53 | 494 | 401 |
| 0.79 | 132 | 115 |
| 2.25 | −1.02 | 1.30 |

At the three short distances UHF lies 12, 23 and 15% above ZBL, relative to ZBL. The UHF values are not exact: they omit electron correlation and are not converged with the basis. Adding three tight d shells per atom lowers them to 1613, 473 and 125 eV, which is 7, 18 and 9% above ZBL, and in the original basis the closed-shell singlet lies 1 to 7 eV below the triplet. Still, the two descriptions agree on the size of the wall over a factor of more than ten in energy. At 2.25 Å they disagree in sign. UHF binds the molecule; ZBL pushes it apart. The tabulated −1.02 eV belongs to the \(^3\Pi_u\) solution. The \(^3\Sigma_g^-\) solution lies lower at this distance, at −1.65 eV in the same basis and −1.80 eV in def2-TZVP.

With the lower state, the difference at that distance is \(1.30-(-1.65)=2.95\) eV. Compared with a relative energy of 5000 eV this is about 0.06%. Compared with 5 eV it is 59%. Electron correlation, which UHF omits, strengthens this bond, so the true gap is larger still. These ratios are not errors in a scattering angle, but they show why the same omission can be minor in one collision and decisive in another.

The initial ion energy alone does not settle the matter. Consider a fast ion passing a target at a large impact parameter \(b\). To leading order its path is straight and the target has no time to move. The transverse force is \(-V'(r)b/r\), with \(r^2=b^2+z^2\). Since \(dt=dz/v\) and, on each half of the path, \(dz=r\,dr/\sqrt{r^2-b^2}\), the transferred momentum is

\[
p=\frac{I(b)}{v},\qquad
I(b)=-2b\int_b^\infty\frac{V'(r)\,dr}{\sqrt{r^2-b^2}} .
\]

The target receives

\[
T=\frac{p^2}{2M}=\frac{I(b)^2}{2Mv^2}=\frac{I(b)^2}{4E},
\]

because \(Mv^2=2E\). As \(b\) grows, \(I(b)\) and \(T\) tend to zero. A keV ion therefore also produces soft recoils, and its hard recoils later slow down to eV energies. The relevant measure is the energy and distance in each encounter, not the energy on the implanter's dial.

## No equilibrium without a container

Take any finite set of at least two atoms at finite separations, interacting by ZBL alone. Multiply every position by \(\lambda\). Each distance \(r_{ij}\) becomes \(\lambda r_{ij}\), and

\[
\left.\frac{dE}{d\lambda}\right|_{\lambda=1}
=\sum_{i<j}r_{ij}V'(r_{ij})<0 .
\]

If the atoms were in equilibrium, every derivative \(\partial E/\partial\mathbf x_i\) would vanish. The chain rule would then give \(dE/d\lambda=\sum_i\mathbf x_i\cdot\partial E/\partial\mathbf x_i=0\), a contradiction. No such set has an equilibrium: expansion always lowers its energy.

A crystal can be held at a fixed volume by external pressure. Let \(\Omega\) be the volume per atom and let \(j\) run over all neighbours of one atom. The energy per atom is \(e=\tfrac12\sum_jV(r_j)\), where the half prevents double counting. Under uniform scaling \(d\Omega/d\lambda=3\Omega\) at \(\lambda=1\), so

\[
P=-\frac{de}{d\Omega}
=-\frac{1}{3\Omega}\frac{de}{d\lambda}
=-\frac1{6\Omega}\sum_j r_jV'(r_j)>0 .
\]

For diamond-structure silicon I take \(a=5.431\) Å, hence \(\Omega=a^3/8=20.02\) Å\(^3\). At the bond length \(r_1=2.3517\) Å, ZBL gives \(V=1.026\) eV and \(V'=-2.373\) eV/Å. The four nearest neighbours contribute

\[
P_1=\frac{4(2.3517)(2.3734)}{6(20.02)}
=0.186\ \text{eV/Å}^3=29.8\ \text{GPa}.
\]

Including all shells out to 7.9 Å raises the pressure to about 38 GPa. A test against the numerical derivative of energy with respect to volume confirms the full sum. This is the pressure a container would have to supply to hold ZBL atoms in the perfect diamond arrangement at this density; another arrangement would need a different pressure.

## A caged atom in an unstable crystal

Suppose the volume is fixed. Is the lattice then good enough to study displacements? Moving just one atom suggests that it is.

Each term of ZBL has the form \(e^{-\kappa r}/r\) with \(\kappa=c_i/s\). Away from its centre, its Laplacian is

\[
\nabla^2\frac{e^{-\kappa r}}r
=\frac1r\frac{d^2}{dr^2}e^{-\kappa r}
=\kappa^2\frac{e^{-\kappa r}}r>0 .
\]

Hold all other atoms fixed. The tetrahedral symmetry of a lattice site makes the force on its atom vanish and the three curvatures equal. Each curvature is one third of a positive Laplacian. The atom therefore sits in a genuine local minimum. This is the true part of the tempting picture.

Real neighbours are free to move, however, and a collective displacement exposes the fault. Put one sublattice, A, at fcc positions including the origin, and the other, B, at these positions shifted by \((a/4)(1,1,1)\). Displace every atom by

\[
\mathbf u=\delta\,(0,\cos qx,\sin qx),\qquad q=2\pi/a .
\]

On an A atom \(\sin qx=0\) and \(\cos qx=c=\pm1\). Its four neighbours lie at \((a/4)(b_x,b_y,b_z)\) from it, with each \(b\) equal to \(\pm1\) and \(b_xb_yb_z=1\). At such a neighbour the phase has changed by \(b_x\pi/2\), so the cosine is zero and the sine is \(cb_x\). The relative displacement is

\[
\mathbf w=\mathbf u_B-\mathbf u_A=\delta c\,(0,-1,b_x).
\]

Its component along the bond is proportional to \(-b_y+b_xb_z\). Because the product of the three signs is one, \(b_xb_z=b_y\), and this component vanishes. No nearest-neighbour bond changes length to first order. Since \(|\mathbf w|^2=2\delta^2\), the new length is

\[
r=\sqrt{r_1^2+2\delta^2}
=r_1+\frac{\delta^2}{r_1}+O(\delta^4).
\]

Every bond becomes slightly longer. There are two bonds per atom, so the energy change per atom is

\[
\Delta e=2V'(r_1)\frac{\delta^2}{r_1}+O(\delta^4).
\]

Writing \(\Delta e=\tfrac12K\delta^2\) defines the force constant of this pattern. For nearest neighbours,

\[
K_1=\frac{4V'(r_1)}{r_1}
=\frac{4(-2.3734)}{2.3517}
=-4.04\ \text{eV/Å}^2 .
\]

The negative sign means that the energy falls as soon as the pattern is present. Finite differences of the energy reproduce this value. With the farther shells included, \(K=-3.34\) eV/Å\(^2\): they resist the motion slightly but do not cure it. One falling direction is enough to show that the crystal is not at a minimum, even at fixed volume.

## What bonding changes

For contrast I use the Stillinger-Weber model (SW), which has bonds and angular forces. It is a model of silicon, not an exact reference. Its pair energy is

\[
v_2(r)=A\varepsilon\left[B\left(\frac{\sigma}{r}\right)^4-1\right]
e^{\sigma/(r-r_c)},\qquad r<r_c,
\]

and zero beyond \(r_c=1.8\sigma\). Each pair of bonds from the same atom, with lengths \(r,r'\) and angle \(\theta\), adds

\[
\varepsilon\Lambda\left(\cos\theta+\tfrac13\right)^2
e^{\gamma\sigma/(r-r_c)+\gamma\sigma/(r'-r_c)}
\]

when both lengths are below \(r_c\). The parameters are \(\varepsilon=2.1683\) eV, \(\sigma=2.0951\) Å, \(A=7.049556277\), \(B=0.6022245584\), \(\Lambda=21\) and \(\gamma=1.2\).

In the diamond lattice each bond sits at the pair minimum, where \(v_2=-\varepsilon\) and \(v_2'=0\). The angles satisfy \(\cos\theta=-1/3\), so the angular energy is zero. Second neighbours lie beyond the cutoff. Two bonds per atom then give \(-2\varepsilon=-4.34\) eV. ZBL, summed over neighbours out to 7.9 Å, gives \(+2.455\) eV per atom relative to separated atoms; farther neighbours add less than 0.001 eV.

In the collective pattern above, the SW pair energy does not change at order \(\delta^2\): the first-order stretch is zero, and so is \(v_2'(r_1)\). The computed constant \(K=+5.08\) eV/Å\(^2\) is therefore due to the angular term. A pair well acting only between nearest neighbours, with its minimum at the bond length, would remove the outward push but would not stiffen this motion.

The preferred structure changes too. An fcc crystal with the same volume per atom has nearest neighbours at \((\sqrt2\,\Omega)^{1/3}=3.05\) Å, farther apart than in diamond. ZBL puts fcc 0.97 eV per atom below diamond. SW puts it 0.88 eV per atom above.

## Removing an atom and making a pair

Remove one atom to infinity without letting the others relax. In a pair model this removes the full sum \(\sum_jV(r_j)\), twice the energy per atom. For ZBL the change is

\[
-2(2.455)=-4.91\ \text{eV}.
\]

The crystal releases energy by losing an atom. In SW four bonds are broken and the remaining angles are still tetrahedral, so the cost is \(4\varepsilon=8.67\) eV. The two models differ in sign.

Now put the removed atom into a distant tetrahedral interstitial site, making a Frenkel pair: a vacancy and an interstitial. The initial separation is 14.1 Å in a periodic cell of 216 atoms. Before relaxation, ZBL gives an energy of \(+2.23\) eV. This positive number deserves care. Squeezing the atom into its new site costs \(2.23+4.91=7.14\) eV, while taking it from the old site returns 4.91 eV. The result is a difference between two crowding energies. No broken bond enters it, and the surrounding lattice is unstable.

The unrelaxed SW pair costs 15.77 eV. Relaxation at fixed cell volume lowers this by 6.43 eV, to 9.34 eV above the perfect crystal. In this model and cell, 9.34 eV is the energy released if the relaxed defects recombine into the crystal. It is not a recombination barrier, which would require a path between the two states, nor is it a displacement threshold, which depends on direction and dynamics. This relaxed configuration is only a local minimum. If the four neighbours of the vacancy are first pulled inward by 0.55 Å, the same model and cell relax to 7.56 eV, about 1.8 eV lower.

## Five electronvolts to one atom

A direct comparison gives one atom 5 eV of kinetic energy along \((1,2,3)\), starting from the perfect crystal at rest. The motion is followed for 300 fs, and the potential energy is then minimized.

In SW the struck atom moves at most 0.72 Å from its site during the motion. After minimization the crystal is recovered: the largest displacement, with uniform drift removed, is below 0.001 Å. This event is below the displacement threshold for this model and direction. One event does not locate the threshold itself.

In ZBL the final energy is 0.92 eV per atom below the starting diamond crystal, and at least one atom has moved 5.3 Å. For the whole cell the fall is

\[
216(0.9237)\approx200\ \text{eV},
\]

forty times the energy of the kick. A control without any kick settles the cause. Random displacements with a standard deviation of 0.01 Å along each axis, followed by minimization, also lead to a fall of 0.92 eV per atom. The lattice was ready to collapse; the recoil was not needed. The minimizations had a limited number of steps, so these energies show how far the crystal fell, not its lowest possible energy.

This is why ZBL alone cannot supply a displacement threshold for silicon. A threshold separates recoils that return to a stable crystal from recoils that leave a defect in it. Here the crystal to return to is missing. A binary-collision calculation avoids the difficulty by prescribing the lattice and a displacement energy from outside. That can be a sensible division of labour, but the displacement energy is then an input, not a prediction of ZBL.

## Keeping the wall and the bond

The opposite extrapolation fails as well. At 0.53 Å the SW pair energy is 1177 eV, against 401 eV from ZBL and 494 eV from UHF. A model built for bonds need not have the right collision wall.

The two pair terms can be joined:

\[
V_{\rm join}=(1-f)V+f v_2,\qquad
f(r)=\frac1{1+e^{-(r-r_0)/w}},
\]

with \(r_0=1.30\) Å and \(w=0.08\) Å. The derivative shows what a good join requires:

\[
V_{\rm join}'=(1-f)V'+f v_2'
+\frac{f(1-f)}w\,(v_2-V).
\]

The last term comes from \(f'=f(1-f)/w\). If the two curves differ strongly where \(f\) changes, this term creates a false force. For the present choice the joined curve was tested to fall steadily between 0.2 and 2.3 Å. It gives 1502 eV at 0.32 Å, as ZBL does, and \(-2.168\) eV at the bond length, as SW does.

This join has a limit of its own. As \(r\to0\), \(f\) tends to a small but nonzero constant, while \(v_2\) grows as \(r^{-4}\) and \(V\) only as \(r^{-1}\). The unwanted SW part would therefore win at extremely short distances. It does no harm in the collisions considered here: at 0.18 Å, the closest approach at 10 keV, \(f\approx8\times10^{-7}\) and \(v_2\approx10^5\) eV, so the SW part adds only about 0.1 eV to 5000 eV. For a potential meant to hold at every distance, \(f\) should be set smoothly to zero at very short range. The angular term and the intermediate distances also need checking before such a potential is used for cascades. What the join does show is that one pair function can carry both the collision wall and the minimum at the bond length. A simulation running from keV to eV needs both. The numerical output below gives the values to more digits.

## Calculated quantities

```
ZBL screening length: 0.1277 angstrom
Si-Si bond length used: 2.3517 angstrom
Lattice constant used: 5.4309 angstrom
ZBL energy at bond length: 1.0257 eV
ZBL slope at bond length: -2.3734 eV/angstrom
Head-on closest approach, lab energy 10000 eV: 0.1794 angstrom
Head-on closest approach, lab energy 1000 eV: 0.4892 angstrom
Head-on closest approach, lab energy 10 eV: 1.7256 angstrom
Si2 UHF interaction at 0.3175 angstrom: 1682.90 eV
Si2 ZBL interaction at 0.3175 angstrom: 1501.90 eV
Si2 UHF interaction at 0.5292 angstrom: 493.97 eV
Si2 ZBL interaction at 0.5292 angstrom: 401.25 eV
Si2 UHF interaction at 0.7938 angstrom: 131.89 eV
Si2 ZBL interaction at 0.7938 angstrom: 115.16 eV
Si2 UHF interaction at 2.2500 angstrom: -1.02 eV
Si2 ZBL interaction at 2.2500 angstrom: 1.30 eV
Atoms in periodic cell: 216
SW diamond energy per atom: -4.3366 eV
ZBL diamond energy per atom: 2.4550 eV
ZBL pressure at this density: 37.93 GPa
ZBL mode constant, nearest bonds: -4.0370 eV/angstrom^2
ZBL mode constant, all shells: -3.3392 eV/angstrom^2
SW mode constant: 5.0847 eV/angstrom^2
ZBL fcc minus diamond, per atom: -0.9669 eV
SW fcc minus diamond, per atom: 0.8844 eV
ZBL unrelaxed energy to remove one atom: -4.9099 eV
SW unrelaxed energy to remove one atom: 8.6732 eV
Frenkel-pair initial separation: 14.1100 angstrom
ZBL unrelaxed Frenkel-pair energy: 2.2301 eV
SW unrelaxed Frenkel-pair energy: 15.7693 eV
SW relaxed Frenkel-pair energy: 9.3356 eV
Kick energy: 5.0 eV
Time followed before quench: 300 fs
SW largest excursion of kicked atom: 0.7162 angstrom
SW energy change after kick and quench: 0.00000 eV
SW largest final displacement: 0.00004 angstrom
ZBL energy change per atom after kick and quench: -0.9237 eV
ZBL largest final displacement: 5.3209 angstrom
SW largest total-energy error: 0.00801 eV
ZBL largest total-energy error: 0.01700 eV
ZBL control without kick, energy change per atom: -0.9230 eV
SW pair energy at 1 bohr: 1177.21 eV
Joining distance: 1.30 angstrom
Joining width: 0.08 angstrom
Joined pair energy at 0.6 bohr: 1501.94 eV
Joined pair energy at bond length: -2.1683 eV
```
